# Tan's momentum tail and adiabatic relation from the 1/r pair singularity

## Result

Consider $N_\uparrow+N_\downarrow$ fermions of equal mass $m$ in a smooth external potential. Opposite spins interact with zero range and scattering length $a$; equal spins do not interact. Let $\Psi(\mathbf r_1,\dots,\mathbf r_{N_\uparrow};\mathbf s_1,\dots,\mathbf s_{N_\downarrow})$ be a stationary state, normalized to one over all coordinates and antisymmetric within each spin species. When an up atom at $\mathbf r_i$ and a down atom at $\mathbf s_j$ approach each other,

$$\Psi = A_{ij}(\mathbf R,X)\left(\frac1r-\frac1a\right)+O(r),\qquad \mathbf r=\mathbf r_i-\mathbf s_j,\quad \mathbf R=\tfrac12(\mathbf r_i+\mathbf s_j), \tag{1}$$

where $X$ denotes the other atoms. Define the contact

$$C=(4\pi)^2\sum_{ij}\int |A_{ij}|^2\,d^3R\,dX , \tag{2}$$

which is an inverse length. With the convention $\int n_\sigma(\mathbf k)\,d^3k/(2\pi)^3=N_\sigma$, the two relations are

$$n_\sigma(\mathbf k)\to \frac{C}{k^4}\quad(k\to\infty),\qquad \frac{dE}{d(-1/a)}=\frac{\hbar^2C}{4\pi m}. \tag{3}$$

Both spins have the same tail. The derivative is taken along a nondegenerate level, at fixed external potential and atom numbers. It is assumed that $C$ is finite and that regions where three or more atoms meet add neither a competing tail nor a surface term.

For a real potential of range $r_0$, the momentum tail occupies the window in which $k$ is far below $1/r_0$ and far above the inverse lengths on which the state varies, such as the atom spacing, the trap length or the size of a bound pair. For a shallow dimer that size is set by $a$. At weak coupling $k$ need not exceed $1/|a|$, because the constant $-1/a$ in (1) leaves no tail. The contact is then of order $a^2$, and the tail emerges only where the smooth part of the distribution has fallen below it: for the trapped pair treated below, at $1/a=-100$, $k^4n/C$ is 3.1 at $k=4$ and 1.08 at $k=8$.

## The pair singularity

With $\nabla_{\mathbf r_i}=\tfrac12\nabla_R+\nabla_r$ and $\nabla_{\mathbf s_j}=\tfrac12\nabla_R-\nabla_r$, the cross terms cancel in the sum of squares, and the kinetic energy of the pair is

$$-\frac{\hbar^2}{2m}\left(\nabla_{\mathbf r_i}^2+\nabla_{\mathbf s_j}^2\right)=-\frac{\hbar^2}{m}\nabla_r^2-\frac{\hbar^2}{4m}\nabla_R^2. \tag{4}$$

At small $r\neq0$ the relative kinetic term dominates, so the leading $s$-wave part obeys $\nabla_r^2\psi=0$. Its solutions are $1/r$ and a constant. The scattering length is the node of the zero-energy function continued from outside the potential, which fixes the combination $1/r-1/a$.

Two Fourier transforms are needed. With a convergence factor,

$$\int e^{-i\mathbf k\cdot\mathbf r}\frac{e^{-\eta r}}{r}\,d^3r=\frac{4\pi}{k^2+\eta^2}\;\to\;\frac{4\pi}{k^2}. \tag{5}$$

Since $\nabla^2 r=2/r$, the transform $F$ of $r$ satisfies $-k^2F=8\pi/k^2$ for $k\neq0$, hence

$$r\;\to\;-\frac{8\pi}{k^4}. \tag{6}$$

A constant, or any function smooth at $\mathbf r=0$, leaves no power-law tail from that point. This is why $-1/a$ is absent from the leading tail.

## The momentum tail

The up-spin momentum distribution is

$$n_\uparrow(\mathbf k)=\sum_i\int dY_i\left|\int d^3r_i\,e^{-i\mathbf k\cdot\mathbf r_i}\Psi\right|^2, \tag{7}$$

where $Y_i$ stands for all coordinates except $\mathbf r_i$. With $Y_i$ fixed, the inner integrand is singular at each down atom. Put $\mathbf r_i=\mathbf s_j+\mathbf r$. To leading order $A_{ij}$ may be taken at $\mathbf R=\mathbf s_j$, and (5) gives

$$\int d^3r_i\,e^{-i\mathbf k\cdot\mathbf r_i}\Psi\simeq\frac{4\pi}{k^2}\sum_j e^{-i\mathbf k\cdot\mathbf s_j}A_{ij}. \tag{8}$$

In the square, the terms with equal $j$ lose their phase and sum to $C/k^4$. Terms with $j\neq l$ carry $e^{i\mathbf k\cdot(\mathbf s_j-\mathbf s_l)}$ times an integrable function, and the integral over the positions tends to zero as $k$ grows. This proves the first relation in (3). Exchanging the roles of the spins gives the same sum over pairs, so $n_\downarrow$ has the same coefficient.

**First correction.** The midpoint is $\mathbf R=\mathbf s_j+\mathbf r/2$, so for smooth $A$ the singular term is

$$\frac{A(\mathbf R)}r=\frac{A(\mathbf s_j)}r+\frac{\mathbf r\cdot\nabla A}{2r}+\dots$$

Multiplication by $\mathbf r$ becomes $i\nabla_k$, and $i\nabla_k(4\pi/k^2)=-8\pi i\mathbf k/k^4$. The second term therefore transforms to $-4\pi i\,\mathbf k\cdot\nabla A/k^4$. Its cross term with $4\pi A/k^2$ is

$$2\,\mathrm{Re}\left[\frac{4\pi A^*}{k^2}\,\frac{-4\pi i\,\mathbf k\cdot\nabla A}{k^4}\right]=\frac{2(4\pi)^2}{k^6}\,\mathrm{Im}\,(A^*\,\mathbf k\cdot\nabla A). \tag{9}$$

It is odd in $\mathbf k$, of order $k^{-5}$, and vanishes for real $A$. For a pair of total wavevector $\mathbf P$, $A\propto e^{i\mathbf P\cdot\mathbf R}$ and the term is $2C\,\mathbf P\cdot\mathbf k/k^6$. This is the expansion of $C/|\mathbf k-\mathbf P/2|^4$: the tail is centred on the momentum per atom of the pair. An average over the directions of $\mathbf k$ removes it.

## The pair structure factor

Squaring (1) and integrating over everything but $\mathbf r$ gives the density of opposite-spin pairs,

$$D(r)=\frac{C}{16\pi^2}\left(\frac1{r^2}-\frac2{ar}+\dots\right). \tag{10}$$

The transform of $1/r^2$ is $(4\pi/k)\int_0^\infty \sin(kr)\,dr/r=2\pi^2/k$, and that of $2/(ar)$ is $8\pi/(ak^2)$. The unnormalized pair structure factor $S_{\uparrow\downarrow}(k)=\int e^{-i\mathbf k\cdot\mathbf r}D\,d^3r$ thus behaves as

$$S_{\uparrow\downarrow}(k)\to\frac C8\left(\frac1k-\frac4{\pi ak^2}\right). \tag{11}$$

Here the scattering length does appear, one power of $1/k$ below the leading term. The second term is $-4/(\pi ak)$ times the first, so the $1/k$ term alone describes $S_{\uparrow\downarrow}$ only for $k|a|\gg1$, unlike the momentum tail.

## The adiabatic relation

Let $\Psi$ and $\Psi'$ be states on the same level at scattering lengths $a$ and $a'$, with energies $E$ and $E'$. Outside the contact points both obey the same differential equation apart from the energy. Cut out the regions $r<\varepsilon$ of every opposite-spin pair. The external potential cancels, and in the remaining domain

$$(E-E')\int\Psi'^*\Psi=\int\left[\Psi'^*H\Psi-(H\Psi')^*\Psi\right]. \tag{12}$$

By Green's theorem the right side is a surface integral. For each pair the coefficient is $-\hbar^2/m$ from (4), and the normal pointing out of the domain is $-\hat{\mathbf r}$. The two signs combine to

$$(E-E')\int\Psi'^*\Psi=\frac{\hbar^2}{m}\sum_{ij}\int d^3R\,dX\oint\varepsilon^2d\Omega\,\left(\Psi'^*\partial_r\Psi-\Psi\,\partial_r\Psi'^*\right). \tag{13}$$

Insert (1). Both radial derivatives of the singular part are $-1/\varepsilon^2$ times the amplitude, so the bracket becomes

$$-\frac{A'^*A}{\varepsilon^2}\left[\left(\frac1\varepsilon-\frac1{a'}\right)-\left(\frac1\varepsilon-\frac1a\right)\right]=-\frac{A'^*A}{\varepsilon^2}\left(\frac1a-\frac1{a'}\right). \tag{14}$$

The divergent $1/\varepsilon$ terms cancel. The $O(r)$ terms of (1) contribute at order $\varepsilon$ after multiplication by the area and vanish. The sphere supplies $4\pi\varepsilon^2$, and as $\varepsilon\to0$

$$(E-E')\langle\Psi'|\Psi\rangle=\frac{4\pi\hbar^2}{m}\left[\left(-\frac1a\right)-\left(-\frac1{a'}\right)\right]\sum_{ij}\int A'^*_{ij}A_{ij}\,d^3R\,dX. \tag{15}$$

Divide by the change in $-1/a$ and let $a'\to a$. The overlap tends to one, the sum tends to $C/(4\pi)^2$, and the second relation in (3) follows. Since $C\ge0$, the energy of a level never falls as $-1/a$ increases. The variable $-1/a$ passes smoothly through zero at unitarity, where $a$ itself diverges.

**Weak coupling.** To first order in small $a$, $\Psi\simeq\Psi_0(1-a/r)$ near contact, so $A=-a\Psi_0$. Since $d(-1/a)=da/a^2$, the relation becomes $dE/da=(4\pi\hbar^2/m)\sum_{ij}\int|\Psi_0|^2_{r=0}\,d^3R\,dX$, the coefficient of $a$ in the first-order contact energy.

**Free dimer.** For $a>0$, $\psi=e^{-r/a}/(r\sqrt{2\pi a})$ has $A^2=1/(2\pi a)$, hence $C=8\pi/a$. Its energy $-\hbar^2/(ma^2)$ has the derivative $2\hbar^2/(ma)$ with respect to $-1/a$, which equals $\hbar^2C/(4\pi m)$.

## A second case: two fixed centres

One atom bound by two fixed zero-range centres, a distance $d$ apart, shows the sum over partners explicitly. The reduced mass is now $m$ instead of $m/2$. The surface coefficient in (13) is halved, and $dE/d(-1/a)=\hbar^2C/(8\pi m)$.

The even bound state is $\psi=A(e^{-\kappa r_1}/r_1+e^{-\kappa r_2}/r_2)$, with $E=-\hbar^2\kappa^2/(2m)$. Near centre 1 it is $A(1/r_1-\kappa+e^{-\kappa d}/d)$, so

$$\kappa-\frac{e^{-\kappa d}}d=\frac1a. \tag{16}$$

The two squared terms contribute $2\pi A^2/\kappa$ each to the norm. The overlap integral is $2\pi e^{-\kappa d}/\kappa$ (in spheroidal coordinates the volume element is $\tfrac d2r_1r_2\,d\xi\,d\eta\,d\varphi$) and enters twice. Normalization gives $A^2=\kappa/[4\pi(1+e^{-\kappa d})]$ and

$$C=2(4\pi)^2A^2=\frac{8\pi\kappa}{1+e^{-\kappa d}}. \tag{17}$$

Differentiating (16) gives $d\kappa/d(-1/a)=-1/(1+e^{-\kappa d})$. The energy derivative is then $\hbar^2\kappa/[m(1+e^{-\kappa d})]$, as required.

For $a=d$, (16) reads $\kappa d=1+e^{-\kappa d}$, and $C=8\pi/d=25.133/d$. Because the centres are fixed, the cross term of (8) is not integrated over their positions. The density carries the factor $1+\cos(\mathbf k\cdot\mathbf d)$, so $k^4n$ tends to $2C$ perpendicular to the axis and oscillates between $0$ and $2C$ along it. Only the angular average tends to $C$; it contains the interference factor $1+\sin(kd)/(kd)$. At $kd=200$ the average of $k^4n$ is $25.021/d$, lower by 0.4%, in accord with $\sin(200)/200=-0.0044$.

## Kimball's Coulomb relations

Replace the contact interaction by a repulsion $\lambda/r$ that acts between all pairs, of equal or opposite spin, and define $a_B=\hbar^2/(m\lambda)$, the Bohr radius for electrons. The wavefunction is now finite at contact. Inserting $\psi=A(1+\alpha r)$ into the pair equation, the $1/r$ terms require $-2\hbar^2\alpha/m+\lambda=0$, so

$$\psi=A\left(1+\frac r{2a_B}\right)+\dots \tag{18}$$

The strongest non-smooth term is $r$ instead of $1/r$. From (6) its amplitude is $-4\pi A/(a_Bk^4)$. The argument of (7) and (8) and the pair density $|A|^2(1+r/a_B)$ then give

$$n_\sigma\to\frac{(4\pi)^2}{a_B^2k^8}\sum_{ij}\int|A_{ij}|^2,\qquad S_{\uparrow\downarrow}\to-\frac{8\pi}{a_Bk^4}\sum_{ij}\int|A_{ij}|^2. \tag{19}$$

Parallel spins do not enter at this order because their wavefunction vanishes at contact. The external potential must be smooth: a point nucleus adds its own cusp.

In a uniform gas of volume $V$, $\sum\int|A|^2=Vn_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)$, where $n_\uparrow$ and $n_\downarrow$ are here the spin densities. The occupation of one plane-wave state is $n_\sigma(\mathbf k)/V$.

The energy relations differ in kind. For Coulomb repulsion the first-order change of energy is $dE/d\lambda=\langle\sum1/r\rangle$ over all pairs, an average over all separations. For zero range, the interaction enters through the boundary condition at $r=0$, and the contact amplitude fixes the derivative.

## Worked example: two atoms in a trap

Take one atom of each spin in an isotropic harmonic trap, with $\hbar=m=\omega=1$; the length unit is $a_{ho}=\sqrt{\hbar/(m\omega)}$. The centre of mass is in its ground state, with energy $3/2$. Writing the relative function as $u(r)/r$,

$$-u''+\tfrac14r^2u=\epsilon u,\qquad u'(0)=-\frac{u(0)}a,\qquad4\pi\int_0^\infty u^2dr=1. \tag{20}$$

Then $\int|A|^2d^3R=u(0)^2$ and $C=[4\pi u(0)]^2$. The lowest state was found by Chebyshev collocation on $0\le r\le12$, and the slope $dE/d(-1/a)$ by finite differences of the energy.

| $1/a$ | $E$ | $u(0)$ | slope | $C$ |
|---|---|---|---|---|
| $-1$ | 2.4874 | 0.14914 | 0.27952 | 3.5126 |
| $0$ | 2.0000 | 0.25198 | 0.79788 | 10.0265 |
| $1$ | 0.6007 | 0.41334 | 2.14698 | 26.9797 |

For $1/a=-1$, the amplitude gives $C=(12.5664\times0.149143)^2=3.513$ and the slope gives $12.5664\times0.279522=3.513$. At unitarity $u\propto e^{-r^2/4}$, and normalization gives $C=4\sqrt{2\pi}=10.027$. At $1/a=1$ the contact exceeds the free-dimer value $8\pi=25.13$ by 7%.

**Reading the tail.** The one-atom distribution is the relative density $|\tilde\psi(\mathbf k-\mathbf K/2)|^2$ averaged over the total wavevector $\mathbf K$. Repeated integration by parts, with $u''(0)=-\epsilon u(0)$, gives

$$\tilde\psi(q)=\frac{4\pi}q\int_0^\infty u\sin(qr)\,dr=\frac{4\pi u(0)}{q^2}\left(1+\frac\epsilon{q^2}+\dots\right). \tag{21}$$

Each component of $\mathbf K/2$ has variance $1/4$. The average adds $\tfrac18\nabla_k^2k^{-4}=\tfrac32k^{-6}$, so

$$k^4n=C\left[1+\frac{2\epsilon+3/2}{k^2}+\dots\right]. \tag{22}$$

For $1/a=-1$, $\epsilon=0.9874$ and the coefficient is 3.475. Quadrature of the full distribution gives $k^4n=4.590$, 3.716, 3.561 and 3.525 at $k=4$, 8, 16 and 32. Reading $C$ directly at $k=4$ would overestimate it by 31%. Removing the $1/k^2$ term from the last two values gives $(4\times3.52455-3.56103)/3=3.5124$.

**Finite range.** Replace the contact by a square well of radius $r_0$, with its depth adjusted to keep $1/a=-1$. Matching the solutions inside and outside the well gives slopes of 0.2723, 0.2759 and 0.2777 for $r_0=0.08$, 0.04 and 0.02. The deficits from 0.2795 are 0.0072, 0.0036 and 0.0018, proportional to $r_0$ at this accuracy.

For $r_0=0.02$, the ratio $q^4|\tilde\psi(q)|^2/C$, with the zero-range $C$, is 1.006 at $qr_0=0.2$, 0.82 at $qr_0=1$ and 0.014 at $qr_0=4$. The first value is a partial cancellation: the zero-range state gives 1.020 at the same $q$, and the finite range lowers it by 1.4%. The last lies close to a zero of the oscillating transform at $qr_0\approx4.7$. Beyond $1/r_0$ the probe resolves the regular interior of the well, and the $k^{-4}$ law fails.

**Coulomb counterpart.** With repulsion $\lambda=1$ in the same trap, $a_B=1$ and collocation gives $|\psi(0)|^2=0.02101$. Equation (19) predicts a $k^{-8}$ coefficient of $157.91\times0.02101=3.318$; extrapolation of the computed distribution gives 3.316. The energy derivative is $dE/d\lambda=\langle1/r\rangle=0.6714$. Separations below $0.5$ supply 6% of it.

## Consequences for plane waves and grids

A spherical cutoff $\Lambda$ in the tail region omits, from the distribution of each spin,

$$\Delta N_\sigma=\frac1{2\pi^2}\int_\Lambda^\infty\frac C{k^4}k^2dk=\frac C{2\pi^2\Lambda}. \tag{23}$$

For the trapped pair at $1/a=-1$ and $\Lambda=20$, this is $3.5126/(2\pi^2\times20)=0.0089$ atoms. The computed distribution below the cutoff holds 0.9911.

The kinetic energy per spin contains $\hbar^2C\Lambda/(4\pi^2m)$ and diverges with the cutoff. It therefore has no separate zero-range limit, although the total energy does. For the Coulomb tail $K/k^8$, the omitted number is $K/(10\pi^2\Lambda^5)$ and the omitted kinetic energy $\hbar^2K/(12\pi^2m\Lambda^3)$ per spin. These are tails of the untruncated state; the error of a calculation re-optimized in a finite basis is a different quantity.
